# Why the Critical Amorphization Temperature Rises with Ion Flux: a numerical check

```python
"""Critical amorphization temperature Tc versus ion flux.

Result under test: if a second cascade must strike damage before it heals, then
at fixed fluence
    flux = nu * exp(-E / (kB*Tc)) / (sigma * r_c),
where r_c depends only on sigma*fluence.
sigma: cascade area; E, nu: barrier and prefactor of damage healing;
r = healing rate / hit rate; r_c: its value when half the material is amorphous.
Internal units: m, s, K; energies in eV. Model values are round, in the rough
regime of medium-mass ion implantation into silicon.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

KB = constants.k / constants.e
SIGMA = 10e-18
BARRIER = 1.0
NU = 1e13
FLUENCE = 1e18
FLUXES = np.array([1e15, 1e16, 1e17])
X = SIGMA * FLUENCE


def healing_rate(temperature, barrier=BARRIER, prefactor=NU):
    return prefactor * np.exp(-np.asarray(barrier) / (KB * temperature))


def slow_root(r):
    return 2 / (2 + r + np.sqrt(r * (r + 4)))


def crystalline_fraction(x, r):
    s = slow_root(r)
    return (np.exp(-s * x) - s**2 * np.exp(-x / s)) / (1 - s**2)


def critical_ratio(x):
    return brentq(lambda r: crystalline_fraction(x, r) - 0.5, 1e-6, 1e5)


def critical_temperature(flux, fluence=FLUENCE):
    r_c = critical_ratio(SIGMA * fluence)
    return BARRIER / (KB * np.log(NU / (r_c * SIGMA * flux)))


def rate_matrix(hit_rate, rates, weights, direct=0.0):
    """Crystal and damaged states; probability leaving them is amorphous."""
    n = len(rates)
    matrix = np.zeros((n + 1, n + 1))
    matrix[0, 0] = -hit_rate
    matrix[0, 1:] = rates
    matrix[1:, 0] = hit_rate * (1 - direct) * np.asarray(weights)
    matrix[np.arange(1, n + 1), np.arange(1, n + 1)] = -(rates + hit_rate)
    return matrix


def amorphous_fraction(flux, temperature, barriers=(BARRIER,), weights=(1.0,),
                       prefactors=NU, direct=0.0):
    rates = healing_rate(temperature, barriers, prefactors)
    matrix = rate_matrix(SIGMA * flux, rates, weights, direct)
    return 1 - expm(matrix * FLUENCE / flux)[:, 0].sum()


def temperature_root(fraction_at, low=250.0, high=650.0):
    return brentq(lambda t: fraction_at(t) - 0.5, low, high, xtol=1e-9)


def apparent_energy(flux1, temp1, flux2, temp2):
    return KB * np.log(flux2 / flux1) / (1 / temp1 - 1 / temp2)


# Closed solution against the matrix exponential in real time.
for flux in FLUXES:
    for temp in (330.0, 380.0, 430.0):
        ratio = float(healing_rate(temp)) / (SIGMA * flux)
        assert abs(amorphous_fraction(flux, temp)
                   - (1 - crystalline_fraction(X, ratio))) < 1e-8

r_c = critical_ratio(X)
r_estimate = X / np.log(2) - 2
assert abs(r_c - r_estimate) < 0.05
mean_x = quad(lambda x: crystalline_fraction(x, r_c), 0, 600, limit=300)[0]
assert abs(mean_x - (2 + r_c)) < 1e-5
x_min = brentq(lambda x: (1 + x) * np.exp(-x) - 0.5, 0.5, 5)
assert crystalline_fraction(0.98 * x_min, 1e-6) > 0.5
assert crystalline_fraction(1.02 * x_min, 1e-6) < 0.5

# Critical temperatures: formula against roots of the full rate equations.
tc = np.array([critical_temperature(f) for f in FLUXES])
tc_matrix = np.array([temperature_root(lambda t, f=f: amorphous_fraction(f, t))
                      for f in FLUXES])
assert np.max(abs(tc - tc_matrix)) < 1e-4
assert np.all(np.diff(tc_matrix) > 0)
slope_energy = apparent_energy(FLUXES[0], tc_matrix[0], FLUXES[2], tc_matrix[2])
assert abs(slope_energy - BARRIER) < 1e-5
rise_decade = np.log(10) * KB * tc[1]**2 / BARRIER
near = [temperature_root(lambda t, f=FLUXES[1] * np.exp(d): amorphous_fraction(f, t))
        for d in (-0.01, 0.01)]
assert abs((near[1] - near[0]) / 0.02 * np.log(10) - rise_decade) < 0.01


# Discs thrown on a plane; each disc's damage has one random lifetime.
def disc_simulation(flux, temperature, rng, side=150e-9, points=3000):
    px, py = rng.uniform(0, side, (2, points))
    number = rng.poisson(FLUENCE * side**2)
    times = np.sort(rng.uniform(0, FLUENCE / flux, number))
    centres = rng.uniform(0, side, (number, 2))
    lifetimes = rng.exponential(1 / float(healing_rate(temperature)), number)
    damage_end = np.full(points, -1.0)
    amorphous = np.zeros(points, dtype=bool)
    for time, (cx, cy), life in zip(times, centres, lifetimes):
        dx, dy = abs(px - cx), abs(py - cy)
        dx, dy = np.minimum(dx, side - dx), np.minimum(dy, side - dy)
        hit = np.flatnonzero(dx * dx + dy * dy < SIGMA / np.pi)
        amorphous[hit[damage_end[hit] > time]] = True
        damage_end[hit] = time + life
    return amorphous.mean()


rng = np.random.default_rng(12)
disc_fluxes = (FLUXES[1], FLUXES[1] / 3)
disc_results = [disc_simulation(f, tc[1], rng) for f in disc_fluxes]
disc_expected = [1 - crystalline_fraction(X, r_c), 1 - crystalline_fraction(X, 3 * r_c)]
# Finite area and finite point number give a standard error near 0.015.
assert np.max(abs(np.array(disc_results) - disc_expected)) < 0.05

same_temperature = [amorphous_fraction(f, tc[1]) for f in FLUXES]
assert np.all(np.diff(same_temperature) > 0.1)

# Controls: no thermal loss, then direct stable amorphization.
cold = [amorphous_fraction(f, 150.0) for f in FLUXES]
direct_only = [amorphous_fraction(f, tc[1], direct=1.0) for f in FLUXES]
assert np.ptp(cold) < 1e-7 and abs(cold[0] - 1 + (1 + X) * np.exp(-X)) < 1e-7
assert np.ptp(direct_only) < 1e-7
direct_limit = np.log(2) / X
assert amorphous_fraction(FLUXES[1], 700.0, direct=1.1 * direct_limit) > 0.5
assert amorphous_fraction(FLUXES[1], 700.0, direct=0.9 * direct_limit) < 0.5


# Single-hit zones that heal: a race without any need for overlap.
def single_hit_fraction(flux, temperature):
    g, k = SIGMA * flux, float(healing_rate(temperature))
    return expm(np.array([[-g, k], [g, -k]]) * FLUENCE / flux)[1, 0]


tc_single = [temperature_root(lambda t, f=f: single_hit_fraction(f, t))
             for f in FLUXES[1:]]
energy_single = apparent_energy(FLUXES[1], tc_single[0], FLUXES[2], tc_single[1])
assert abs(energy_single - BARRIER) < 1e-5


# Pairwise recombination: a nonlinear loss with the same single barrier.
def pair_loss_fraction(flux, temperature):
    g, k = SIGMA * flux, float(healing_rate(temperature))

    def change(_, y):
        damage, amorphous = y
        return [g * (1 - amorphous - 2 * damage) - k * damage**2, g * damage]

    result = solve_ivp(change, (0, FLUENCE / flux), [0.0, 0.0], method="LSODA",
                       rtol=1e-8, atol=1e-11)
    assert result.success
    return result.y[1, -1]


tc_pair = [temperature_root(lambda t, f=f: pair_loss_fraction(f, t), 300, 600)
           for f in FLUXES[1:]]
energy_pair = apparent_energy(FLUXES[1], tc_pair[0], FLUXES[2], tc_pair[1])
assert abs(energy_pair - BARRIER) < 1e-3

# Two damage types: slope against separately measured sensitivities.
pair_barriers = np.array([0.9, 1.1])


def critical_log_flux(temperature, prefactors):
    return brentq(lambda z: amorphous_fraction(np.exp(z), temperature, pair_barriers,
                  (0.5, 0.5), prefactors) - 0.5, np.log(1e13), np.log(1e20), xtol=1e-10)


step, t_mix, base = 0.01, 390.0, np.array([NU, NU])
sensitivity = []
for i in range(2):
    change = np.zeros(2)
    change[i] = step
    sensitivity.append((critical_log_flux(t_mix, base * np.exp(change))
                        - critical_log_flux(t_mix, base * np.exp(-change))) / (2 * step))
energy_mix = KB * t_mix**2 * (critical_log_flux(t_mix + 0.1, base)
                            - critical_log_flux(t_mix - 0.1, base)) / 0.2
energy_mix_sum = float(np.dot(sensitivity, pair_barriers))
assert abs(sum(sensitivity) - 1) < 1e-4
assert abs(energy_mix - energy_mix_sum) < 1e-3

# Amorphous material that also heals: unlimited-fluence steady state.
AMORPHOUS_BARRIER = 1.4


def steady_fraction(flux, temperature):
    g = SIGMA * flux
    k = float(healing_rate(temperature))
    ka = float(healing_rate(temperature, AMORPHOUS_BARRIER))
    balance = np.array([[1.0, 1.0, 1.0], [g, -(k + g), 0.0], [0.0, g, -ka]])
    return np.linalg.solve(balance, [1.0, 0.0, 0.0])[2]


tc_steady = temperature_root(lambda t: steady_fraction(FLUXES[1], t))
steady_near = [temperature_root(lambda t, f=FLUXES[1] * np.exp(d): steady_fraction(f, t))
               for d in (-0.01, 0.01)]
energy_steady = apparent_energy(FLUXES[1] * np.exp(-0.01), steady_near[0],
                                FLUXES[1] * np.exp(0.01), steady_near[1])
k_steady = float(healing_rate(tc_steady))
weight_steady = k_steady / (2 * (SIGMA * FLUXES[1] + k_steady))
energy_steady_formula = (weight_steady * BARRIER
                         + (1 - weight_steady) * AMORPHOUS_BARRIER)
assert abs(energy_steady - energy_steady_formula) < 1e-4

# Neglected effects, sized with rough process values.
ION_ENERGY = 1e5
CONTACT = 100.0
heating = FLUXES * ION_ENERGY * constants.e / CONTACT
stage = tc - heating
energy_stage = apparent_energy(FLUXES[0], stage[0], FLUXES[2], stage[2])

SPREAD = 0.05
offsets = np.linspace(-4, 4, 31)
spread_weights = np.exp(-offsets**2 / 2)
spread_weights /= spread_weights.sum()
tc_spread = [temperature_root(lambda t, f=f: amorphous_fraction(
    f, t, BARRIER + SPREAD * offsets, spread_weights)) for f in FLUXES]
energy_spread = apparent_energy(FLUXES[0], tc_spread[0], FLUXES[2], tc_spread[2])

DIRECT = 0.02
tc_direct = [temperature_root(lambda t, f=f: amorphous_fraction(f, t, direct=DIRECT))
             for f in FLUXES]
assert abs(apparent_energy(FLUXES[0], tc_direct[0], FLUXES[2], tc_direct[2])
           - BARRIER) < 1e-4

DUTY = 0.1


def scanned_fraction(temperature, period):
    rates = healing_rate(temperature, (BARRIER,))
    on = rate_matrix(SIGMA * FLUXES[1] / DUTY, rates, (1.0,))
    off = rate_matrix(0.0, rates, (1.0,))
    cycle = expm(off * period * (1 - DUTY)) @ expm(on * period * DUTY)
    cycles = int(round(FLUENCE / FLUXES[1] / period))
    return 1 - np.linalg.matrix_power(cycle, cycles)[:, 0].sum()


PERIODS = (1e-3, 10.0)
tc_scan = [temperature_root(lambda t, p=p: scanned_fraction(t, p)) for p in PERIODS]
assert abs(tc_scan[0] - tc[1]) < 0.05
assert tc_scan[1] > tc[1] + 1

REGROWTH_BARRIER, REGROWTH_SPEED = 2.7, 3e6
regrowth_nm = (healing_rate(tc[1], REGROWTH_BARRIER, REGROWTH_SPEED)
               * FLUENCE / FLUXES[1] * 1e9)

k_c = float(healing_rate(tc[1]))
print(f"cascade area: {SIGMA*1e18:.1f} nm2; healing barrier: {BARRIER:.2f} eV")
print(f"healing prefactor: {NU:.1e} 1/s; fluence: {FLUENCE/1e4:.1e} cm^-2")
print(f"mean hits per point sigma*fluence: {X:.3f} (no unit)")
print(f"least sigma*fluence for a critical temperature: {x_min:.4f} (no unit)")
print(f"critical ratio r_c: {r_c:.4f}; large-fluence estimate: {r_estimate:.4f}")
print(f"slow root s at r_c: {slow_root(r_c):.5f} (no unit)")
print(f"mean amorphizing fluence at r_c: {mean_x/SIGMA/1e4:.4e} cm^-2")
for f, t, a in zip(FLUXES, tc, same_temperature):
    print(f"flux {f/1e4:.1e} cm^-2 s^-1: Tc {t:.2f} K; "
          f"amorphous fraction at {tc[1]:.2f} K: {a:.4f}")
print(f"middle flux: hit rate {SIGMA*FLUXES[1]:.3f} 1/s, healing rate {k_c:.4f} 1/s")
print(f"middle flux: hit interval {1/(SIGMA*FLUXES[1]):.2f} s, lifetime {1/k_c:.4f} s")
print(f"middle flux: implant time {FLUENCE/FLUXES[1]:.1f} s")
print(f"chance that next hit finds live damage: {1/(1+r_c):.5f}")
print(f"Arrhenius energy from rate-equation roots: {slope_energy:.5f} eV")
print(f"local rise of Tc per decade of flux: {rise_decade:.3f} K")
print(f"Tc at middle flux, ten times the fluence: "
      f"{critical_temperature(FLUXES[1], 10*FLUENCE):.2f} K")
for f, a, b in zip(disc_fluxes, disc_results, disc_expected):
    print(f"disc simulation, flux {f/1e4:.3e} cm^-2 s^-1: {a:.4f}; formula {b:.4f}")
print(f"amorphous fraction without thermal loss, all fluxes: {cold[1]:.6f}")
print(f"amorphous fraction if every hit amorphizes: {direct_only[1]:.6f}")
print(f"healing single-hit zones: Tc {tc_single[0]:.2f} and {tc_single[1]:.2f} K "
      f"(middle, high flux); slope {energy_single:.4f} eV")
print(f"pairwise loss: Tc {tc_pair[0]:.2f} and {tc_pair[1]:.2f} K "
      f"(middle, high flux); slope {energy_pair:.4f} eV")
print(f"two damage barriers: {pair_barriers[0]:.2f}, {pair_barriers[1]:.2f} eV; "
      f"at {t_mix:.1f} K")
print(f"  their weights: {sensitivity[0]:.4f}, {sensitivity[1]:.4f}")
print(f"  slope: {energy_mix:.4f} eV; weighted sum: {energy_mix_sum:.4f} eV")
print(f"healing amorphous state: barrier {AMORPHOUS_BARRIER:.2f} eV, Tc {tc_steady:.2f} K")
print(f"  damage weight {weight_steady:.4f}; slope {energy_steady:.4f} eV; "
      f"formula {energy_steady_formula:.4f} eV")
print(f"rough ion energy: {ION_ENERGY/1e3:.0f} keV; "
      f"thermal contact: {CONTACT:.0f} W m^-2 K^-1")
print("beam heating at low, middle, high flux: "
      + ", ".join(f"{h:.3f}" for h in heating) + " K")
print("critical stage temperatures: " + ", ".join(f"{t:.2f}" for t in stage) + " K")
print(f"false slope from stage temperatures: {energy_stage:.4f} eV")
print(f"barrier spread {SPREAD:.2f} eV: middle-flux Tc {tc_spread[1]:.2f} K, "
      f"slope {energy_spread:.4f} eV")
print(f"direct amorphous share {DIRECT:.3f}: middle-flux Tc {tc_direct[1]:.2f} K")
print(f"direct share above which Tc is lost: {direct_limit:.5f}")
for p, t in zip(PERIODS, tc_scan):
    print(f"scanned beam, duty {DUTY:.2f}, period {p:.3f} s: Tc {t:.2f} K")
print(f"rough planar regrowth: barrier {REGROWTH_BARRIER:.1f} eV, "
      f"speed prefactor {REGROWTH_SPEED:.1e} m/s")
print(f"  regrown during implant at middle-flux Tc: {regrowth_nm:.2e} nm")
print(f"thermal energy at middle-flux Tc: {KB*tc[1]:.5f} eV")
print("finished without a failed check")
```

It prints:

```
cascade area: 10.0 nm2; healing barrier: 1.00 eV
healing prefactor: 1.0e+13 1/s; fluence: 1.0e+14 cm^-2
mean hits per point sigma*fluence: 10.000 (no unit)
least sigma*fluence for a critical temperature: 1.6783 (no unit)
critical ratio r_c: 12.3958; large-fluence estimate: 12.4270
slow root s at r_c: 0.06980 (no unit)
mean amorphizing fluence at r_c: 1.4396e+14 cm^-2
flux 1.0e+11 cm^-2 s^-1: Tc 362.40 K; amorphous fraction at 390.48 K: 0.0763
flux 1.0e+12 cm^-2 s^-1: Tc 390.48 K; amorphous fraction at 390.48 K: 0.5000
flux 1.0e+13 cm^-2 s^-1: Tc 423.27 K; amorphous fraction at 390.48 K: 0.9641
middle flux: hit rate 0.100 1/s, healing rate 1.2396 1/s
middle flux: hit interval 10.00 s, lifetime 0.8067 s
middle flux: implant time 100.0 s
chance that next hit finds live damage: 0.07465
Arrhenius energy from rate-equation roots: 1.00000 eV
local rise of Tc per decade of flux: 30.254 K
Tc at middle flux, ten times the fluence: 425.41 K
disc simulation, flux 1.000e+12 cm^-2 s^-1: 0.4837; formula 0.5000
disc simulation, flux 3.333e+11 cm^-2 s^-1: 0.2240; formula 0.2248
amorphous fraction without thermal loss, all fluxes: 0.999501
amorphous fraction if every hit amorphizes: 0.999955
healing single-hit zones: Tc 359.98 and 387.68 K (middle, high flux); slope 1.0000 eV
pairwise loss: Tc 434.35 and 475.32 K (middle, high flux); slope 1.0000 eV
two damage barriers: 0.90, 1.10 eV; at 390.0 K
  their weights: 0.0036, 0.9964
  slope: 1.0993 eV; weighted sum: 1.0993 eV
healing amorphous state: barrier 1.40 eV, Tc 431.92 K
  damage weight 0.4977; slope 1.2009 eV; formula 1.2009 eV
rough ion energy: 100 keV; thermal contact: 100 W m^-2 K^-1
beam heating at low, middle, high flux: 0.160, 1.602, 16.022 K
critical stage temperatures: 362.24, 388.87, 407.25 K
false slope from stage temperatures: 1.3006 eV
barrier spread 0.05 eV: middle-flux Tc 400.84 K, slope 1.0464 eV
direct amorphous share 0.020: middle-flux Tc 395.03 K
direct share above which Tc is lost: 0.06931
scanned beam, duty 0.10, period 0.001 s: Tc 390.48 K
scanned beam, duty 0.10, period 10.000 s: Tc 422.01 K
rough planar regrowth: barrier 2.7 eV, speed prefactor 3.0e+06 m/s
  regrown during implant at middle-flux Tc: 4.26e-18 nm
thermal energy at middle-flux Tc: 0.03365 eV
finished without a failed check
```
